Symmetric Fourier Splitting for Block-Copolymer Chain Propagators and Its Step Error

**The problem of an unknown step error**

In a fixed lamellar field of 28 nm pitch, a calculation with 40 contour steps per chain gives an interface width of 4.31 nm. With the same field and 640 steps the width is 4.48 nm. The first width alone does not show that it is 0.17 nm short. Without a law for the step error, a numerical shift can be mistaken for a property of the polymer, and the number of steps has to be found by trial.

For symmetric operator splitting the law is simple: in a smooth, fixed field the propagator error is proportional to the square of the contour step, so halving the step divides the error by nearly four. The derivation also shows when this fails.

**The chain equation**

Take a diblock chain of N segments with statistical length b. Segments before n = N/2 are type A, the rest type B. The melt varies along x only, with period P. A segment has energy U_A(x) or U_B(x), and w = U/(k_B T) is the dimensionless field per segment.

In the Gaussian model the x-component u of a bond has variance b²/3, so its distribution and Fourier factor are

p(u) = [3/(2πb²)]^(1/2) exp[−3u²/(2b²)]

∫ p(u) e^(−iku) du = exp(−b²k²/6).

Let q(x,n) be the statistical weight of a chain part of n segments that ends at x, summed over its other positions. Replace one bond by shorter pieces of contour length h, each with variance hb²/3 and field weight exp(−hw). To first order in h, a piece changes q by h[(b²/6)q″ − wq]. Dividing by h and letting h → 0 gives

∂q/∂n = D ∂²q/∂x² − w q,  D = b²/6,  q(x,0) = 1.

The unit initial condition means that the free end may start anywhere. Write B = D∂² and L = B − w, with w acting by multiplication. In a block with constant-in-n field, the exact step is G(h) = e^(hL).

**The algorithm**

The two parts of L are easy to exponentiate separately. The field part is multiplication by e^(−hw). The diffusion part multiplies the Fourier mode of wavenumber k by e^(−hDk²). The symmetric step is

S(h) = e^(−hw/2) e^(hB) e^(−hw/2).

For each step:

1. Multiply q on the grid by e^(−hw/2).
2. Fourier transform, multiply mode k by e^(−hDk²), and transform back.
3. Multiply by e^(−hw/2) again.

Use w_A up to the junction and w_B after it, with a step boundary at n = N/2. The diffusion factor multiplies no Fourier mode by more than one, so it cannot raise the root mean square of q over the grid. Each full step's field factors raise it by at most exp(−h min w). Hence r steps amplify the root mean square by at most exp(−rh min w). This bound depends on the contour length rh, not on the number of steps, so small local errors are not amplified without limit as h falls.

**The error of one step**

Since B and w do not commute, their order must be kept. The first-order term of S is −w/2 + B − w/2 = L. The second-order term is

w²/8 + w²/4 + w²/8 + B²/2 − (wB + Bw)/2 = L²/2.

Both agree with e^(hL). At third order the B³ and w³ terms also agree. The remaining terms are

S: (w²B + 2wBw + Bw²)/8 − (wB² + B²w)/4

L³/6: (w²B + wBw + Bw²)/6 − (wB² + BwB + B²w)/6.

Subtracting the second line from the first gives the coefficient E of h³ in S − G:

E = −(1/24)(w²B − 2wBw + Bw²) − (1/12)(B²w − 2BwB + wB²)

E = −(1/24)[w,[w,B]] − (1/12)[B,[B,w]].

To evaluate the commutators, act on a function f:

[B,w]f = D[(wf)″ − wf″] = D(w″f + 2w′f′).

The term w″f commutes with w, so

[w,[B,w]]f = 2Dw′[wf′ − (wf)′] = −2Dw′²f.

Reversing the inner commutator changes the sign: [w,[w,B]] = 2Dw′². For the other term,

[∂²,w″]f = w⁗f + 2w‴f′

[∂²,2w′∂]f = 2w‴f′ + 4w″f″.

Adding these and restoring D² gives

E = −(D/12)w′² − (D²/12)(w⁗ + 4w‴∂ + 4w″∂²).

Each term contains a derivative of w. In a uniform field E vanishes, the two factors commute and the split step has no contour error; a ratio of errors then has no meaning.

**From one step to a whole chain**

For m steps in one block, τ = mh, consider

Sᵐ − Gᵐ = Σ S^(m−1−j) (S − G) G^j,  j = 0,…,m−1.

The term with index j equals S^(m−j)G^j − S^(m−j−1)G^(j+1), so neighbouring terms cancel and the two ends remain. Each S − G is h³E to leading order. There are τ/h such terms, which turns h³ into h². Replacing the remaining S factors by G changes only higher orders, and the sum becomes an integral:

q_h − q = h²e₂ + higher orders

e₂(τ) = ∫₀^τ e^((τ−t)L) E e^(tL) q₀ dt.

Read from right to left, the integrand lets the chain grow to t, inserts the local error, and carries it to the end. For the diblock, the A-block error at the junction is carried through the B block, and the B block's own error is added:

e₂(N) = e^((N/2)L_B) e₂,A + e₂,B.

The next power follows from symmetry. On a fixed Fourier grid B and w are finite matrices, and S(−h)S(h) = 1. For small h, write S(h) = exp[Ω(h)]. The identity requires Ω(−h) = −Ω(h), so Ω has odd powers only:

Ω = hL + h³E + O(h⁵)

Sᵐ = exp[τ(L + h²E + O(h⁴))].

There is no h³ term in the accumulated error. Smoothness matters because it keeps the coefficients finite as the spatial grid is refined. Where e₂ ≠ 0, write the error as Ch² + Kh⁴ + …. Then

error(h)/error(h/2) = 4(1 + Kh²/C)/(1 + Kh²/(4C)) ≈ 4[1 + 3Kh²/(4C)].

Four is the limit for small h. The approach may be from below or above, according to the sign of K/C.

Two tools follow. Since q_h − q_(h/2) ≈ (3/4)h²e₂, and the finer solution has error h²e₂/4,

error of q_(h/2) ≈ (q_h − q_(h/2))/3.

The combination (4q_(h/2) − q_h)/3 cancels h²e₂ and leaves an error of order h⁴.

**A weak field that can be summed**

Let w = ε cos(kx), keep first order in ε, and set a = Dk². The exact change in q is

q₁ = −ε cos(kx) ∫₀^τ e^(−a(τ−t)) dt = −ε cos(kx)(1 − e^(−aτ))/a.

Splitting replaces the integral by a trapezoidal sum, because the first and last field factors have half weight. With r = e^(−ah),

h(½ + r + … + r^(m−1) + ½r^m) = (h/2)(1 + r)(1 − r^m)/(1 − r)

= (h/2) coth(ah/2)(1 − e^(−aτ)).

For small ah, (h/2)coth(ah/2) = 1/a + ah²/12 + …. The error is therefore

q_h − q ≈ −ε cos(kx)(1 − e^(−aτ)) ah²/12.

The general formula agrees: E acting on 1 gives −D²k⁴ε cos(kx)/12 at first order, and the integral over t supplies (1 − e^(−aτ))/a.

The opposite limit is equally useful. When ah ≫ 1, coth(ah/2) → 1 and the sum tends to h/2 times (1 − e^(−aτ)). That harmonic has an error of first order in h. Second-order behaviour thus requires Dk²h to be small for the harmonics that matter.

**A self-consistent lamellar example**

Take N = 500, b = 0.70 nm, P = 28 nm, T = 500 K and an interaction parameter χ = 0.040 per segment. Then χN = 20, D = 0.70²/6 = 0.0817 nm² per segment and k_B T = 43.09 meV.

Let q† be the propagator started from the B end, arranged so that q and q† meet at the same segment n. With Q the spatial mean of q(x,N), the volume fractions are

φ_A = (1/(NQ)) ∫₀^(N/2) q q† dn,  φ_B = (1/(NQ)) ∫_(N/2)^N q q† dn.

In mean field, w_A = χφ_B + ξ and w_B = χφ_A + ξ, where ξ enforces φ_A + φ_B = 1. Hence (w_B − w_A)/2 = χ(φ_A − φ_B)/2. Exchange of A and B is equivalent to a shift by P/2, so this half-difference needs odd cosine harmonics and the half-sum needs even ones. Harmonics 1 to 9 and 2 to 10 were found by damped iteration followed by a nonlinear root solver, with 128 grid points, 200 contour steps and Simpson integration over n. The first harmonic of (U_B − U_A)/2 is 0.962 meV per segment. In this 200-step calculation, the harmonics left out allow the total density to depart from one by at most 1.6 × 10⁻⁴; a different contour step in the same field changes this figure.

This field was then frozen. Otherwise a change of h would alter the field as well as the propagation error. The reference q came from diagonalizing L in 81 plane waves for each block, which needs no contour steps. The error below is the largest |q_h − q| at n = N, divided by the largest q at n = N:

40 steps, h = 12.5: 2.538 × 10⁻³
80 steps, h = 6.25: 6.636 × 10⁻⁴
160 steps, h = 3.125: 1.687 × 10⁻⁴
320 steps, h = 1.5625: 4.237 × 10⁻⁵
640 steps, h = 0.78125: 1.061 × 10⁻⁵

The successive ratios are 3.824, 3.934, 3.981 and 3.995. The departure from four falls from 0.019 to 0.005 in the last halving, about the fourfold drop expected of a correction proportional to h².

The integral for e₂, evaluated by Gauss–Legendre quadrature, gives a largest |e₂| of 1.7385 × 10⁻⁵ per segment², relative to the largest q. At 640 steps this predicts

(0.78125)² × 1.7385 × 10⁻⁵ = 1.061 × 10⁻⁵,

as measured. At 40 steps it predicts 2.72 × 10⁻³, about 7% above the measured error. The difference comes from the terms of order h⁴ and above, which are no longer negligible at this step.

The estimate from the 320- and 640-step solutions is 1.059 × 10⁻⁵, within 0.2% of the true error. Extrapolation of the same pair leaves 3.5 × 10⁻⁸. The extrapolated error falls by 15.4 from the 160/320 pair to the 320/640 pair, close to the sixteen expected at fourth order.

The error in ln Q is −2.13 × 10⁻³ at 40 steps and −7.88 × 10⁻⁶ at 640. Its ratios, 4.16, 4.05, 4.01 and 4.00, approach four from above. Since −k_B T ln Q enters the free energy per chain, the 40-step error there is 43.09 × 0.00213 = 0.092 meV.

The interface width, defined as 1/|dφ_A/dx| at x = P/4, is more demanding. At 40 steps it is 3.8% below its 640-step value, although the propagator error is 0.25% of the largest q. A width depends on a local slope, not on the largest value of q. Simpson integration over n is not the main cause: applied with 40 steps to the exact propagators, it shifts the width by only 0.001 nm. The shift caused by splitting falls by factors of 3.5, 3.8 and 4.0 in the three halvings from 40 to 320 steps, so it too approaches second order. A tolerance on q is therefore not a tolerance on the width; the width needs its own step study.

**How second order is lost**

Consider first the one-sided step e^(hB)e^(−hw). Its second-order term is B²/2 − Bw + w²/2, whereas L²/2 contains −(Bw + wB)/2. The difference is −[B,w]/2. A local error of order h² accumulates to order h. In the example its error at 640 steps is 1.31 × 10⁻³, some 120 times that of the symmetric step, and the last halving reduces it by only 1.95.

A missed junction has the same effect. With an odd number of equal steps, the middle step straddles N/2. If it uses w_A throughout, the A block is too long by h/2. Since L_A − L_B = w_B − w_A, the leading error is

(h/2) e^((N/2)L_B) (w_B − w_A) q(x,N/2).

Between 321 and 641 steps the observed order is 1.03, and the error at 641 steps is 3.4 × 10⁻⁴. One extra step has made the result about 32 times worse than at 640. For an unequal diblock, each block can be given its own step so that both end at the junction.

A sharp field fails for a different reason. A square wave has harmonics at all scales, and those with Dk²h ≫ 1 have first-order errors. The largest error lies in a layer of width about √(Dh) at each jump, while a smaller part spreads over the whole period. For a square wave of amplitude χ/2, with w_B = −w_A and 512 grid points, the errors at 80, 160 and 320 steps are 2.08%, 0.97% and 0.45% of the largest q. The ratios are 2.14 and 2.16. Away from the jumps the error falls faster: by about 2.7 per halving at the centre of an A domain, where it is only 0.016% at 80 steps, and by 2.5 to 2.6 at the centre of a B domain, where it is still 1.43% at 80 steps. At 320 steps √(Dh) is 0.36 nm and the grid spacing is 0.055 nm, so the layer spans several grid points. The figures still depend somewhat on the grid: with 1024 points the three errors are 2.12%, 1.00% and 0.47%, and both ratios are 2.12. On any fixed grid the matrix argument restores second order at sufficiently small h, but the required step shrinks as the grid is refined.

**Physical limits of further refinement**

At h = 1 the symmetric scheme is itself a model: a chain of beads joined by Gaussian bonds. End beads carry half a field weight, and the junction bead carries half of each type. Its propagator differs from that of the continuous thread by 1.7 × 10⁻⁵ of the largest q. Steps shorter than one segment resolve the thread more finely than the bead picture defines the chain.

The parameters are rough typical values for directed self-assembly of lines and spaces at 28 nm pitch; none is meant to be unusual, and no particular polymer is implied. The guide pattern enters only by fixing pitch and phase. For these parameters the mean-field free energy per chain is lowest at a period near 26 nm, so the guide is assumed to hold the lamellae about 8% wider than their natural period. Real films have chains of unequal length and interfaces that fluctuate. For a rough dispersity of 1.05, the relative length spread is √0.05 = 22%. In the frozen field, the B fraction at the centre of an A domain is 1.5% for the mean length, 3.1% for chains one spread shorter and 0.9% for chains one spread longer. A mixed melt would also change the field, which this estimate omits.

Interface roughness can be sized from a tension γ. In the long-chain limit one eigenfunction ψ dominates, φ = ψ², and the conformational free energy is k_B T Dψ′² per segment volume v₀. Adding both species and the contact energy gives

γ = (k_B T/v₀) ∫ [b²φ′²/(24φ(1−φ)) + χφ(1−φ)] dx.

Since s² + t² ≥ 2st, the integrand is at least b√(χ/6)|φ′|, and equality can be reached at every x. As φ runs from 0 to 1, the minimum is γ = k_B T b√(χ/6)/v₀. For v₀ = 0.17 nm³ this is 2.3 mN/m. A displacement u(y,z) costs (γ/2)∫|∇u|² dy dz, so equipartition gives each mode a mean square k_B T/(γκ²) per unit area, with κ its wavenumber. Integrating over wavelengths from the 4.48 nm width to the 28 nm pitch,

σ² = [k_B T/(2πγ)] ln(28/4.48),  σ ≈ 0.9 nm.

This is an order-of-magnitude estimate. The same long-chain theory gives a width 2b/√(6χ) = 2.9 nm, well below 4.48 nm, so its formulas are only a rough guide at χN = 20; the guide and neighbouring interfaces are also ignored.

Two other omissions are smaller. A chain spanning half a pitch is extended to 14/350 = 4% of its contour length. For freely jointed bonds the extension is y = f/3 − f³/45 + …, with f the reduced force, so f = 3y(1 + 3y²/5 + …) and the correction to this mean force is 0.1%. The effect on the profile is somewhat larger: in the frozen field, freely jointed bonds in place of Gaussian ones widen the interface by 0.02 nm. The pressure field varies by 0.50 MPa; with a rough compressibility of 6 × 10⁻¹⁰ Pa⁻¹, density varies by 0.03%. Film surfaces, guide chemistry, defects and etch transfer are not sized here.

For these parameters, 40 steps shift the width by 0.17 nm in the frozen field, and by 0.20 to 0.21 nm when the field is re-solved self-consistently with 40 steps. This is less than the estimated roughness, but a purely numerical bias that smaller steps remove. At 640 steps the shift is about 0.001 nm in either case, far below the roughness, and a still smaller step would not make the model a better description of the film.
